Maximum Electron Cooling at a Superconductor–Semiconductor Tunnel Contact

**1. A contact with a hard edge**

Take semiconductor electrons at temperature T, with energy y kT measured from their own chemical potential. Let them leave through a contact that passes every electron above a sharp edge at y = a with equal ease and blocks the rest. The far side is empty and sends nothing back. An electron leaving at energy y kT removes that much heat, so the cooling power is proportional to

(kT)² ∫ₐ^∞ y/(e^y + 1) dy.

One factor kT is the energy carried and the other is the width of the energy window. The integrand is negative for y < 0, where departing electrons leave a hole below the chemical potential and heat the rest. It is positive for y > 0. The best edge is therefore at a = 0, where the integral is π²/12. A hard edge gives a T² law and an optimum at the edge.

A superconductor also has an edge, its gap Δ, but its density of states diverges there. This changes both the power of T and the best bias.

**2. The heat current of the real contact**

The semiconductor is doped heavily enough to be metallic, and its Schottky barrier serves as the tunnel barrier. I assume lowest-order tunnelling, a BCS superconductor, and a tunnel matrix element and semiconductor density of states that are constant over a few Δ. Both sides have Fermi distributions: f at temperature T in the semiconductor, F at T_S in the superconductor. The bias V raises the semiconductor electrons by eV, with e > 0. Energies E are measured from the superconductor's chemical potential, so an electron at E has energy E − eV on the semiconductor's own scale. P is the heat leaving the semiconductor electrons.

A superconductor state with normal-state energy ξ has quasiparticle energy E = √(ξ² + Δ²) and weights u² = ½(1 + ξ/E), v² = ½(1 − ξ/E). There are two processes and their reverses.

First, an electron enters and creates a quasiparticle. Its semiconductor energy is E − eV. The net rate is proportional to

u²[f(1 − F) − (1 − f)F] = u²[f(E − eV) − F(E)].

Second, an electron enters and pairs with an existing quasiparticle, which disappears. Energy conservation puts the electron at −E − eV. The net rate is proportional to

v²[fF − (1 − f)(1 − F)] = v²[f(−E − eV) − 1 + F(E)] = v²[F(E) − f(E + eV)],

where f(−x) = 1 − f(x) was used.

States at ξ and −ξ have the same E, and u²(ξ) + u²(−ξ) = 1; the same holds for v². The weights therefore drop out of the sum. What remains is an integral over ξ > 0, with

dξ = N(E) dE, N(E) = E/√(E² − Δ²).

Each entering electron removes its semiconductor energy, E − eV or −(E + eV). Hence

e²R P = ∫_Δ^∞ N(E) {(E − eV)[f(E − eV) − F(E)] − (E + eV)[F(E) − f(E + eV)]} dE.

Collecting the terms in F gives

e²R P = ∫_Δ^∞ N(E) [(E − eV) f(E − eV) + (E + eV) f(E + eV) − 2E F(E)] dE.   (A)

The same count without the energy factors gives the current,

eR I = ∫_Δ^∞ N(E) [f(E − eV) − f(E + eV)] dE.   (B)

F has cancelled, so in this model the current does not depend on T_S except through the gap.

The prefactor follows from the normal state. For Δ → 0, (B) becomes ∫₀^∞ [f(E − eV) − f(E + eV)] dE = eV, so I = V/R and R is the normal-state resistance.

The heat current has a matching limit. With Δ = 0 and T_S = T, (A) is equivalent to

e²R P = ∫ ε[f(ε) − f(ε + eV)] dε over all ε.

Its derivative with respect to eV is −∫ (y − eV) f′(y) dy = −eV, because ∫ y f′ dy = 0 and ∫ f′ dy = −1. It vanishes at V = 0, so P = −V²/(2R). Half the Joule heat goes to each side, and a normal contact of this kind never cools when both sides are at the same temperature. Within the present assumptions, the cooling therefore depends on the gap.

**3. What "low temperature" permits us to drop**

The term with f(E + eV) is of order exp(−2Δ/kT) near eV = Δ and can be dropped. The last term of (A) is a backflow of heat from thermal quasiparticles, independent of bias. With F ≈ exp(−E/kT_S), E = Δ cosh θ and x = Δ/kT_S,

2∫_Δ^∞ N E F dE = 2Δ² ∫₀^∞ cosh²θ exp(−x cosh θ) dθ = Δ²[K₀(x) + K₂(x)],

because 2cosh²θ = 1 + cosh 2θ and K_n(x) = ∫₀^∞ cosh(nθ) exp(−x cosh θ) dθ. For large x this tends to Δ² √(2π/x) exp(−x). The backflow is negligible only if it is small compared with the cooling found below, of order Δ^(1/2)(kT)^(3/2). This is a condition on T_S as well as on T.

**4. The edge singularity and the three-halves power**

Near the edge put E = Δ + kT u and a = (Δ − eV)/kT. Then E − eV = kT(u + a) and dE = kT du. Since E² − Δ² = (E − Δ)(E + Δ),

N(E) = √(Δ/(2kTu)) (1 + kTu/Δ)(1 + kTu/(2Δ))^(−1/2) ≈ √(Δ/(2kTu)) [1 + 3kTu/(4Δ)].   (C)

The Fermi function restricts u to a few units, so for kT ≪ Δ the bracket is replaced by 1. The first term of (A) becomes

P = Δ^(1/2) (kT)^(3/2) g(a)/(e²R),

g(a) = (1/√2) ∫₀^∞ u^(−1/2) (u + a)/(e^(u+a) + 1) du.

The hard edge gave (kT)². Here the density of states in the thermal window is of order (Δ/kT)^(1/2), and the product is the three-halves power. At fixed a, g does not contain T, so maximizing over bias leaves the power law intact.

Two limits test g. Far below the gap, a ≫ 1, the Fermi function is e^(−u−a) and g → √(π/2)(a + ½)e^(−a): few electrons can reach the edge. Above the gap, with −a ≫ 1, the Fermi function is a step at u = |a|, and

g → (1/√2) ∫₀^|a| u^(−1/2)(u − |a|) du = (1/√2)(2/3 − 2)|a|^(3/2) = −(2√2/3)|a|^(3/2).

This is heating, and T cancels from P, as it should for eV − Δ ≫ kT (with eV − Δ still ≪ Δ). The maximum lies between these limits.

**5. The optimum bias**

Define, for s > 0,

η(s) = (1/Γ(s)) ∫₀^∞ u^(s−1)/(e^(u+a) + 1) du,

a function of a that equals −Li_s(−e^(−a)). Split the numerator u + a and use Γ(3/2) = √π/2 and Γ(1/2) = √π:

g = √(π/2) [½η(3/2) + a η(1/2)].

A derivative with respect to a acts on the Fermi function like one with respect to u. Integration by parts then gives dη(s)/da = −η(s−1) for s > 1, and the same relation defines η(−1/2) and η(−3/2). Therefore

g′ = √(π/2) [−½η(1/2) + η(1/2) − a η(−1/2)] = √(π/2) [½η(1/2) − a η(−1/2)].

The stationary condition is

a* = η(1/2)/(2η(−1/2)).

Its numerical solution is a* = 0.6645, with g* = g(a*) = 0.5942. Thus

P_max = 0.59 Δ^(1/2) (kT)^(3/2)/(e²R) at eV = Δ − 0.66 kT.

Is this the only maximum? Three ranges settle it.

For a ≤ 0, both η(1/2) and η(−1/2) are positive, so g′ > 0.

For large a, look at φ(y) = y/(e^y + 1). Its slope vanishes where y = 1 + e^(−y). The left side rises and the right side falls, so there is one root, y = 1.28, and φ falls beyond it. If a ≥ 1.28, every u in the integral lies on the falling side and g′ < 0.

In between, differentiate once more:

g″ = √(π/2) [−(3/2)η(−1/2) + a η(−3/2)].

Let p(y) = −f′ = e^y/(e^y + 1)², with the argument in units of kT. Then η(−1/2) = π^(−1/2) ∫₀^∞ u^(−1/2) p(u + a) du, and η(−1/2) − η(−3/2) is the same integral with p replaced by p + p′ = p[1 − tanh(y/2)], which is positive. Hence η(−3/2) < η(−1/2), and g″ < 0 for 0 < a < 3/2. There g′ falls steadily, from positive at a = 0 to negative at a = 1.28, so it vanishes once.

The shift away from the hard-edge answer a = 0 now has a plain reading. The singularity weights electrons right at the edge, and at a = 0 those electrons carry no heat. Lowering the bias places the singularity at energies where φ is larger, at the price of fewer electrons. The gain is from g(0) = 0.4795 to 0.5942.

**6. Finite temperature**

Let τ = kT/Δ. The factor in (C) replaces g by g + τc, where

c(a) = (3/(4√2)) ∫₀^∞ u^(1/2) φ(u + a) du.

Integration by parts gives c′ = −(3/(8√2)) ∫₀^∞ u^(−1/2) φ(u + a) du = −(3/8)g. Let the optimum move by δ. To first order g″δ + τc′ = 0, so

δ = 3g*τ/(8g″) = −0.54τ,

with g″(a*) = −0.414. Since g′ = 0 at a*, the shift does not affect the power at this order:

P_max = Δ^(1/2) (kT)^(3/2) (0.594 + 0.472τ)/(e²R).

The relative correction is 0.79τ, and the best bias moves closer to the gap than 0.66 kT.

These statements were tested against a direct sum over the four processes, maximized numerically with T_S = T. At τ = 0.01 and 0.02 the optimum a agreed with the first-order formula to within 2τ². The remainder in the power grew by a factor between 3.4 and 4.6 when τ doubled, as a second-order remainder should. Between τ = 0.001 and 0.002 the exponent of T was 1.5011. The small excess over 3/2 is the expected effect of the correction: 0.79 × 0.001/ln 2 = 0.0011.

**7. Current and efficiency**

Applying the edge form to (B) gives, at the optimum,

I = √(π/2) η(1/2) √(Δ kT)/(eR) = 0.479 √(Δ kT)/(eR).

With eV ≈ Δ, the efficiency is P/(IV) = (0.594/0.479)τ = 1.24τ. Each electron removes an energy of order kT while the source supplies about Δ. By energy conservation the superconductor receives IV + P, many times the cooling power when τ is small.

**8. A contact with numbers**

Take rough typical values for aluminium on heavily doped n-type silicon: Δ = 0.20 meV, T = T_S = 0.30 K, area 20 µm² and R = 1 kΩ. Then kT = 25.85 µeV and τ = 0.1293. The power unit is

Δ²/(e²R) = (0.20 mV)²/(1 kΩ) = 40 pW.

The limiting law gives

P_max = 0.5942 × 0.1293^(3/2) × 40 pW = 1.10 pW,

V = 0.20 mV − 0.6645 × 0.02585 mV = 0.183 mV.

The first correction raises the power to 1.22 pW. The full expression gives 1.20 pW, or 0.060 pW/µm², at 0.184 mV and a = 0.60. The current is 38 nA and the efficiency 17%. The superconductor must shed 8.2 pW.

The excess of the full power over the limiting law is 3.4% at 0.1 K, 6.6% at 0.2 K and 8.3% at 0.3 K, but only 4.4% at 0.4 K. The algebraic correction keeps growing, to about 14% at 0.4 K. There, however, the leading backflow formula gives 0.13 pW, which cancels more than half of that gain. Close agreement with the limiting law at 0.4 K is thus partly a cancellation.

**9. Beside a real contact**

The gap is representative of aluminium. The specific resistance chosen here, 20 kΩ µm², is one value from a range that varies by orders of magnitude with doping and interface. In the model P scales as 1/R, but a more transparent contact also sends more heat into the superconductor. The assumption T_S = T can therefore fail. How far depends on how well the superconductor is cooled, which is not calculated here. As an illustration, with the superconductor at 0.50 K, and with bias, gap and T held fixed, the backflow is 0.54 pW and net cooling falls to 0.68 pW, a loss of 44%. The gap would also shrink by about 1%; as Δ/kT_S is about 4.6, this raises the Boltzmann factor in the backflow by about 5%, and the backflow itself, whose prefactor falls with the gap, by about 4%. The superconductor therefore needs a good path for removing its quasiparticles.

States inside the gap come next. Lifetime broadening of 10⁻³ Δ lowers the cooling at the same bias to 1.17 pW, and 10⁻² Δ lowers it to 0.91 pW, a loss of 24%. A series resistance of 50 Ω in the semiconductor adds (38 nA)² × 50 Ω = 0.072 pW of heat, 6% of the cooling, if all of it stays in the electrons. This value is illustrative and on the low side: a film 50 nm thick doped to 4×10¹⁹ cm⁻³, with a mobility between 85 and 250 cm²/Vs, has a sheet resistance of roughly 370 to 125 Ω per square, and one square in series would take about 45 to 15% of the cooling.

Two-electron (Andreev) transfer deposits heat I_A V in the semiconductor. For its size, multiply the normal current scale V/R by the escape rate 1/(e²Rνw) and a coherence time ħ/(eV). Here ν is the semiconductor density of states and w its volume under the contact. This gives I_A ~ ħ/(e³R²νw). For a film 50 nm thick doped to 4×10¹⁹ cm⁻³, the heat is about 5×10⁻⁴ pW. This order-of-magnitude estimate assumes a uniform barrier and electron pairs that stay coherent through the whole film thickness; transparent spots or a shorter coherence depth would raise it. For the mobilities above, the diffusion length √(ħD/eV), with D the electron diffusion constant, is about 30 to 50 nm, so the second assumption is only marginally met.

The constant-density assumption is mild here: Δ is 0.5% of the estimated Fermi energy of about 40 meV, and 0.3% of the barrier tunnelling energy E₀₀ = 67 meV. At the Fermi level of a parabolic barrier 0.5 to 0.7 eV high, the WKB transmission changes by a factor e over about E₀₀/2, so Δ is about 0.6% of that scale. This E₀₀ is for a tunnelling mass of 0.26 electron masses. The mass depends on the valley and the surface orientation; on a (100) surface E₀₀ is about 79 meV for the light valleys and 36 meV for the heavy ones; even half of these values is still far above Δ.

Equation (A) is unchanged when V changes sign, so two equal contacts in series both cool the semiconductor between them. At a total bias of 2V they remove 2P. The electron temperature finally reached depends on the heat supplied by the lattice, which this calculation leaves out: P_max is the power available at a given T, not a prediction of T. The remaining values are in the numerical output.

Numbers as computed

```
a* (limit optimum, units of kT below gap): 0.6645
g* (limit power coefficient): 0.5942
g at eV = gap (a = 0): 0.4795
second derivative of g at a*: -0.4141
y where y/(exp(y)+1) peaks: 1.2785
c* (first power correction, times kT/gap): 0.4723
relative power correction c*/g*: 0.7948
shift of a* per kT/gap: -0.5382
current coefficient at optimum: 0.4787
efficiency coefficient (times kT/gap): 1.2415
exponent from full sum, kT/gap 0.001 to 0.002: 1.5011
Input gap: 0.20 meV; temperature: 0.30 K
Input resistance: 1000 ohm; area: 20 um2
Input doping: 4.0e+19 cm^-3; film: 50 nm
Input masses (m_e): states 1.08, tunnelling 0.26
Input relative permittivity: 11.7
kT: 25.85 ueV; kT/gap: 0.1293
Power unit gap^2/(e^2 R): 40.00 pW
Limit-law bias: 0.1828 mV
Full optimum bias: 0.1844 mV; a: 0.6026
First-order prediction of a: 0.5950
Limit-law power: 1.1047 pW
Power with first correction: 1.2181 pW
Full maximum power: 1.1959 pW
Full power per area: 0.0598 pW/um2
Current at full optimum: 38.00 nA
Efficiency P/(IV): 17.06 %
Heat into superconductor: 8.204 pW
T 0.1 K: limit 0.2126 pW, full 0.2198 pW, full a 0.642
T 0.2 K: limit 0.6013 pW, full 0.6410 pW, full a 0.622
T 0.3 K: limit 1.1047 pW, full 1.1959 pW, full a 0.603
T 0.4 K: limit 1.7007 pW, full 1.7762 pW, full a 0.585
Hot superconductor temperature: 0.50 K
Backflow then: 0.5418 pW
Net cooling then, gap held fixed: 0.6751 pW
Gap reduction then: 1.15 %
Broadening/gap 1e-03: net cooling 1.1671 pW
Broadening/gap 1e-02: net cooling 0.9098 pW
Series resistance 50 ohm: heating 0.0722 pW
Andreev heating, order of magnitude: 5.0e-04 pW
Semiconductor Fermi energy: 39.5 meV
gap/Fermi energy: 0.51 %
Barrier tunnelling energy E00: 67.3 meV
gap/E00: 0.30 %
```
